# Width of the conductance dip in a 20-junction array

## Problem

Twenty equal tunnel junctions are connected in series and held at $T=1$ K. Each has resistance $R_T=50$ kΩ and capacitance $C=20$ fF. A voltage source of low impedance fixes the voltage $V$ across the whole array. The differential conductance $G=dI/dV$ has a shallow minimum at $V=0$, caused by the charging energy of the islands between the junctions. Find the full width of this dip at half its depth, with depth counted down from the conductance at large bias.

The model has these assumptions. The electrodes and islands are normal metals at temperature $T$, with closely spaced levels. Electrons cross one junction at a time. The capacitance of the islands to ground is negligible. The charging energy is small compared with $k_BT$, which is the weak-blockade limit. Below, $e>0$, and the carriers are counted as positive charges $e$ moving down the voltage.

## A tempting solution that is wrong

If a tunnel event releases energy $E$, the golden rule gives its rate as

$$\Gamma(E)=\frac{1}{e^2R_T}\int f(\epsilon)\,[1-f(\epsilon+E)]\,d\epsilon ,$$

where $f$ is the Fermi function. Since $f/(1-f)=e^{-\epsilon/k_BT}$,

$$f(\epsilon+E)[1-f(\epsilon)]=e^{-E/k_BT}f(\epsilon)[1-f(\epsilon+E)].$$

Subtracting this from $f(\epsilon)[1-f(\epsilon+E)]$ leaves $f(\epsilon)-f(\epsilon+E)$, whose integral is $E$. Therefore

$$\Gamma(E)=\frac{F(E)}{e^2R_T},\qquad F(E)=\frac{E}{1-e^{-E/k_BT}} .$$

This much is correct. The argument now continues as follows. A charge carried from one end of the array to the other gains $eV$ and must pay a charging energy $\Delta$. The array therefore acts as one tunnel element of resistance $NR_T$:

$$I=\frac{1}{eNR_T}\,[F(eV-\Delta)-F(-eV-\Delta)] .$$

To expand in $\Delta$, note that $1/(1-e^{z})=-e^{-z}/(1-e^{-z})$, which gives

$$F(E)-F(-E)=E,\qquad F'(E)+F'(-E)=1 .$$

To first order the bracket is then $eV-\Delta[2F'(eV)-1]$, and

$$\frac{G}{G_T}=1-2\Delta F''(eV),\qquad G_T=\frac{1}{NR_T}.$$

Let $f_0(x)=x/(1-e^{-x})$, so that $F(E)=k_BT\,f_0(E/k_BT)$, and let $g=f_0''$. With $y=x/2$, $f_0=y+y\coth y$. Two derivatives with respect to $y$ give $2(y\coth y-1)/\sinh^2y$, and $d/dx=\tfrac12\,d/dy$, so

$$g(x)=\frac{(x/2)\coth(x/2)-1}{2\sinh^2(x/2)} .$$

The dip is now $u\,g(eV/k_BT)$ with $u=2\Delta/k_BT$. From $f_0=1+x/2+x^2/12-x^4/720+\dots$ follows $g(0)=1/6$. Half depth requires $g(x_h)=1/12$, and numerical root finding gives $x_h=2.7196$. The full width comes out as

$$\frac{2x_hk_BT}{e}=5.439\times0.08617\ \text{mV}=0.469\ \text{mV}.$$

## Where it fails

The energy $E$ in $\Gamma(E)$ is the energy released in one tunnel event. The argument inserted the energy gained in a complete passage through the array, which takes $N$ events. The energy of one event follows from electrostatics.

Let $\phi_j$ be the voltage across junction $j$, with $\sum_j\phi_j=V$. The island between junctions $j$ and $j+1$ carries the charge $C\phi_{j+1}-C\phi_j$. When a charge $e$ crosses junction $k$, the island behind it loses $e$ and the island ahead gains $e$, while all others keep their charge. The voltages of the other junctions therefore all change by the same amount $b$, and that of junction $k$ changes by $b-e/C$. Because the sum stays equal to $V$, $Nb=e/C$. Hence

$$\delta\phi_j=\frac{e}{NC}-\frac eC\,\delta_{jk}.$$

The stored energy $\tfrac12C\sum_j\phi_j^2$ changes by

$$C\sum_j\phi_j\delta\phi_j+\frac C2\sum_j(\delta\phi_j)^2=\frac{eV}{N}-e\phi_k+\Delta,$$

$$\Delta=\frac{e^2}{2C}\left(\frac1N-\frac2N+1\right)=\frac{(N-1)e^2}{2NC}.$$

The source supplies the charge $C\,\delta\phi_1$, plus $e$ if the event is in junction 1. In either case this equals $e/N$, so the source does work $eV/N$ per event, not $eV$. The energy released is this work minus the rise in stored energy:

$$E_k^{+}=e\phi_k-\Delta,\qquad E_k^{-}=-e\phi_k-\Delta$$

for the forward and the reverse event.

## Correct solution

In the steady state every junction carries the same mean current,

$$I=\frac{1}{eR_T}\big\langle F(e\phi_k-\Delta)-F(-e\phi_k-\Delta)\big\rangle .$$

The expansion used above applies with $eV$ replaced by $e\phi_k$:

$$eR_TI=\langle e\phi_k\rangle-\Delta\langle 2F'(e\phi_k)-1\rangle .$$

The next term, $\tfrac12\Delta^2[F''(e\phi_k)-F''(-e\phi_k)]$, vanishes because $F''$ is even. Summing over the $N$ junctions turns the first term into $eV$, however the individual voltages fluctuate. The second term already contains $\Delta$, so to first order $\phi_k$ may be replaced there by its mean $V/N$. The variance found below shows that this is allowed. Thus

$$NeR_TI=eV-N\Delta\,[2F'(eV/N)-1].$$

Differentiation with respect to $V$ brings down a factor $1/N$, which cancels the $N$ in front of $\Delta$:

$$\frac{G}{G_T}=1-u\,g(x),\qquad x=\frac{eV}{Nk_BT},\qquad u=\frac{2\Delta}{k_BT}=\frac{(N-1)e^2}{NCk_BT}.$$

For the same $\Delta$, the depth $u/6$ equals that of the wrong solution, so the depth alone would not reveal the mistake. The voltage scale differs by the factor $N$:

$$V_{1/2}=\frac{2x_hNk_BT}{e}=5.439\times1.7235\ \text{mV}=9.37\ \text{mV}.$$

In SI units this is $9.37\times10^{-3}$ V. At this order neither $C$ nor $R_T$ enters the width, which is why the dip can serve as a thermometer, with a sensitivity of 9.37 mV/K. The capacitance sets the depth. Here $2\Delta=7.61$ µeV and $k_BT=86.17$ µeV, so $u=0.0883$ and the dip is 1.47 % of $G_T$.

## The limit of large bias

For $x\gg1$, $g\approx(x-2)e^{-x}$, so the dip ends exponentially. There $F'(eV/N)\to1$, and the current becomes $I=(V-N\Delta/e)/(NR_T)$: the characteristic is a straight line displaced by $N\Delta/e=0.076$ mV. The area of the dip, integrated over both signs of $V$, is twice this displacement, 0.152 mV. It does not depend on $T$. When such an array is warmed, its dip becomes, to first order in $u$, wider in proportion to $T$ and shallower in proportion to $1/T$.

## Correction for a finite dip

The voltage fluctuations give the next order. Write $e\phi_k/k_BT=x+y_k$, with $\sum_ky_k=0$, and $c=e^2/(Ck_BT)$. To leading order the net event rate in junction $k$ is $(x+y_k)k_BT/(e^2R_T)$. With the voltage jumps found above, $y_k$ then relaxes at the rate $1/(R_TC)$.

Each event also adds $c^2(1-1/N)=cu$ to $\sum_ky_k^2$ through the square of the jump. Forward and reverse events together occur in each junction at the rate $2h(x)k_BT/(e^2R_T)$, where

$$h(x)=\tfrac12[f_0(x)+f_0(-x)]=\tfrac x2\coth\tfrac x2 .$$

Since $c\,k_BT/(e^2R_T)=1/(R_TC)$, the balance of loss and gain is

$$\frac{2}{R_TC}\sum_k\langle y_k^2\rangle=\frac{2Nhu}{R_TC},\qquad\text{so}\qquad \langle y_k^2\rangle=u\,h(x).$$

The variance is of order $u$, as the first-order result required. Now expand $2f_0'(x+y_k)-1$ to second order in $y_k$ and average over the junctions. The linear term drops out because $\sum_ky_k=0$, and $f_0'''=g'$, so

$$\frac{eR_TI}{k_BT}=x-\frac u2\,[2f_0'(x)-1+u\,g'(x)h(x)],$$

$$\frac{G}{G_T}=1-u\,g-\frac{u^2}{2}\,q,\qquad q=(g'h)' .$$

Near zero bias $g=1/6-x^2/60$ and $h=1$ to the order needed, so $q(0)=-1/30$ and the depth is $u/6-u^2/60$. Half depth now requires

$$g(x)+\frac u2q(x)=\frac1{12}-\frac u{120}.$$

Setting $x=x_h+\delta$ and keeping first order in $u$,

$$\frac{\delta}{x_h}=\kappa\,\frac u6,\qquad \kappa=-\frac{6}{x_h\,g'(x_h)}\left[\frac1{120}+\frac{q(x_h)}2\right]=0.392,$$

where the derivatives were evaluated numerically. For the present array the width grows by $0.392\times1.47\,\%=0.58\,\%$, from 9.37 to 9.43 mV. Both values round to 9.4 mV.

## Unequal junctions

Suppose the junction areas vary, so that $C_j\propto1/R_j$, and let $r_j=R_j/\sum_iR_i$. The electrostatic argument now gives $\Delta_j=(e^2/2C_j)(1-r_j)$, and the mean voltage of junction $j$ is $r_jV$ to leading order. Multiplying each junction's current equation by its resistance and summing gives

$$eI\sum_jR_j=eV-\sum_j\Delta_j[2F'(r_jeV)-1].$$

The dip is therefore proportional to $\sum_jr_j^2(1-r_j)\,g(r_jeV/k_BT)$. With resistances alternately 10 % above and below the mean, solving numerically for half depth gives a width 1.66 % smaller than for equal junctions.

The sign can be traced. For large $N$, put $r_j=(1+\varepsilon_j)/N$ with mean square $s^2=0.01$. Averaging $(1+\varepsilon)^2g(x+x\varepsilon)$ to second order gives $g+s^2(g+2xg'+\tfrac12x^2g'')$. At half depth the term $s^2g$ cancels against the equal relative increase of the total depth, leaving

$$\frac{\delta}{x_h}=-s^2\left[2+\frac{x_hg''(x_h)}{2g'(x_h)}\right].$$

The first term, $-2\,\%$, arises because the more resistive junctions take more of the voltage and also weigh more in the dip. The curvature term, together with smaller corrections of order $1/N$ and of fourth order in the spread, accounts for the difference from $-1.66\,\%$.

## Comparison with real devices

Coulomb-blockade thermometers are arrays of this kind, with submicron metal–oxide junctions. The values of $C$ and $R_T$ used here are round numbers in their rough range. Of the departures whose effect on the width was computed, the 10 % resistance spread from unequal areas is the largest: a thermometer using the factor 5.439 would read 1.7 % low. The finite dip would make it read 0.6 % high.

Heating is small in this example. At half depth each junction carries 0.234 mV and dissipates 1.1 pW. Suppose an island of 1 µm³ loses heat to the lattice as $\Sigma\Omega(T_e^5-T^5)$, where $\Omega$ is its volume, $T_e$ its electron temperature, and $\Sigma=2\times10^9$ W m⁻³ K⁻⁵ a rough typical coupling. It then warms by about 0.1 mK. This value of $\Sigma$ is typical of copper. Aluminium, the usual metal of oxide junctions, couples about ten times more weakly: with $\Sigma=2\times10^8$ W m⁻³ K⁻⁵ the island warms by about 1 mK, and the bias-dependent temperature narrows the dip by about 0.14 %. This estimate grows quickly on cooling and would limit the method at much lower temperatures.

The bias also changes the oxide's transparency. For a rough barrier 1.5 eV high and 1.5 nm thick, chosen only to set the scale and not fitted to $R_T$, the tunnelling exponent of a free electron changes by one when the barrier height changes by about 0.16 eV. For a symmetric barrier the linear effect cancels, so the relative change of the conductance is quadratic in the voltage and at half depth stays below $(0.234\ \text{meV}/0.16\ \text{eV})^2\approx2\times10^{-6}$, far less than the dip.

Two conditions need more care. The resistance of 50 kΩ is only about twice $h/e^2=25.8$ kΩ, so tunnelling through several junctions at once is not strongly excluded. The island charges relax slowly on the thermal time scale, since $\hbar/(R_TCk_BT)=0.008$. Single tunnel events are more frequent: at zero bias an island with its two junctions sees them at the rate $4k_BT/(e^2R_T)$, and $\hbar$ times this rate is $0.33\,k_BT$. Lifetime broadening is therefore not excluded, and its effect on the width was not calculated. If the electrodes superconduct at 1 K, the energy gap changes the tunnel rates and the formula does not apply until they are driven normal, for instance by a magnetic field.
